# Collision-limited conductivity of neutral graphene from collinear zero modes

**Q.** Collisions between electrons conserve total momentum. How can they give a clean sheet of graphene a finite conductivity?

**A.** At neutrality the current is not tied to the momentum. The field pushes electrons and holes in opposite directions, so it creates a current without net momentum, and collisions can destroy that current.

The model has $N=4$ Dirac flavours (two spins, two valleys), energies $\varepsilon=\lambda\hbar v|\mathbf k|$ with $\lambda=\pm1$, chemical potential zero, and the interaction $V(q)=2\pi\hbar v\alpha/q$, with $\alpha=e^2/(4\pi\epsilon_0\epsilon_r\hbar v)$. There are no impurities or phonons. I set $\hbar=v=k_BT=1$. The velocity is $\mathbf n=\partial\varepsilon/\partial\mathbf k=\lambda\hat{\mathbf k}$, so in both bands

$$\mathbf k=\varepsilon\,\mathbf n .$$

The momentum of a distribution is the sum of $\varepsilon\mathbf n$, the particle current is the sum of $\mathbf n$. These are different quantities.

**Q.** Write the kinetic equation, with its signs.

**A.** The carriers have charge $-e$ and feel the force $\mathbf F=-e\mathbf E$. Let $f_0=1/(e^{\varepsilon}+1)$ and $f=f_0+f_0(1-f_0)\varphi$. Since $\partial f_0/\partial\mathbf k=-\mathbf n f_0(1-f_0)$, the steady equation $\mathbf F\cdot\partial_{\mathbf k}f=-L\varphi$ becomes, to first order in the field,

$$L\varphi=f_0(1-f_0)\,\mathbf F\cdot\mathbf n .$$

For a collision $1,2\to3,4$ with rate $w$, the loss from state 1 minus the gain is

$$\tfrac12\sum_{234}w\,[f_1f_2(1-f_3)(1-f_4)-f_3f_4(1-f_1)(1-f_2)].$$

The factor $\tfrac12$ stops the final pair being counted twice. The two terms are equal in equilibrium. Because $\delta\ln[f/(1-f)]=\varphi$, their difference is, to first order, $P\,\Delta\varphi$, where $\Delta\varphi=\varphi_1+\varphi_2-\varphi_3-\varphi_4$ and $P$ is the equilibrium value of either term. From $f_0=e^{-\varepsilon/2}/[2\cosh(\varepsilon/2)]$ and $1-f_0=e^{\varepsilon/2}/[2\cosh(\varepsilon/2)]$, energy conservation cancels the exponentials:

$$P=\prod_{i=1}^4\frac1{2\cosh(\varepsilon_i/2)} .$$

Now multiply $L\varphi$ by $\chi$ and sum over state 1. The summand is symmetric under $1\leftrightarrow2$, under $3\leftrightarrow4$ and, with a change of sign of $\Delta\varphi$, under exchange of the initial and final pairs. Averaging over the four positions of $\chi$ gives

$$\langle\chi,L\varphi\rangle=\tfrac18\sum_{1234}wP\,\Delta\chi\,\Delta\varphi .$$

So $L$ is symmetric and non-negative, and its zero modes are the quantities with $\Delta\varphi=0$ in every collision.

This description keeps band populations and drops coherence between the bands. It needs a level width well below $k_BT$, hence small $\alpha$.

**Q.** The distribution is an unknown function of energy. Why should a few modes be enough?

**A.** That depends on collinear collisions, so the phase space must be worked out. Let the transfer be $\mathbf q=\mathbf k_3-\mathbf k_1=\mathbf k_2-\mathbf k_4$, and split the energy condition:

$$\delta(\varepsilon_1+\varepsilon_2-\varepsilon_3-\varepsilon_4)=\int d\omega\,\delta(\varepsilon_3-\varepsilon_1-\omega)\,\delta(\varepsilon_2-\varepsilon_4-\omega).$$

For particle 1 use elliptic coordinates,

$$k_1+k_3=q\cosh\mu,\qquad |k_3-k_1|=q|\cos\nu| .$$

Their area element is

$$d^2k_1=\tfrac{q^2}{4}(\cosh^2\mu-\cos^2\nu)\,d\mu\,d\nu=k_1k_3\,d\mu\,d\nu .$$

If the particle stays in its band, $|\omega|=q|\cos\nu|<q$. The delta function fixes $\nu$ and leaves $k_1k_3\,d\mu/(q\sin\nu)$. If it changes band, $|\omega|=q\cosh\mu>q$, and what remains is $k_1k_3\,d\nu/(q\sinh\mu)$. Particle 2 has the same $|\omega|/q$, so either both stay or both change, in opposite senses.

When both stay, put $\omega=q\tanh y$. Then $\sin\nu=1/\cosh y$ and $d\omega=q\,dy/\cosh^2y$. The two delta functions together supply $1/(q\sin\nu)^2$, so

$$2\pi q\,dq\,\frac{d\omega}{q^2\sin^2\nu}=2\pi\,dq\,dy .$$

When both change, put $\omega=q\coth y$. Then $\sinh\mu=1/|\sinh y|$, $|d\omega|=q\,dy/\sinh^2y$, and the result is again $2\pi\,dq\,dy$. With $u_i$ the remaining coordinate of each particle ($\mu$ or $\nu$), the full measure is

$$2\pi\,dq\,dy\;k_1k_2k_3k_4\,du_1du_2 .$$

It is flat in $y$. As $|y|\to\infty$, $|\omega|\to q$ and the momentum components across $\mathbf q$ vanish as $1/\cosh y$. All four velocities then point the same way. If $\Delta\varphi$ stays finite there, the integral grows in proportion to the cutoff $Y$ on $|y|$. This is the logarithmic collinear singularity.

**Q.** What cuts it off? A divergent rate is not a result.

**A.** For exactly straight bands, dynamic screening does. The density response contains one factor of the same phase space, $1/\sin\nu$. For $q$ near the thermal wavenumber, interaction times response is therefore of order $\alpha/\sin\nu$, and screening becomes strong at $\sin\nu\sim\alpha$. Since $\sin\nu\approx2e^{-|y|}$,

$$Y\simeq\ln(2/\alpha)$$

up to an additive constant that I do not determine. The exchange energy derived further below bends the bands by a relative amount of order $\alpha$. Since $1-|\omega|/q\approx\tfrac12\sin^2\nu$, this ends the singularity earlier, at $\sin\nu\sim\sqrt\alpha$, and halves the logarithm. Either way $Y$ grows without limit as $\alpha\to0$, which is all the leading result needs; I use $\ln(2/\alpha)$ below as a generous estimate. For large $Y$ the operator has the form $L=\alpha^2(A+YB)$, where $B$ contains collinear collisions alone.

**Q.** Which distributions does $B$ leave alone?

**A.** Collinear collisions keep the direction, so consider $\varphi=h_\lambda(\varepsilon)\,n_x$ and ask when $h$ is conserved on a line.

Two electrons in the same band share their energy freely, so $h_\lambda(\varepsilon_1)+h_\lambda(\varepsilon_2)$ may depend on $\varepsilon_1+\varepsilon_2$ alone. For continuous $h$ this forces $h_\lambda=a_\lambda+b_\lambda\varepsilon$. Next take one electron in each band, each staying in its band. The constants cancel, leaving $b_+(\varepsilon_1-\varepsilon_3)=b_-(\varepsilon_4-\varepsilon_2)$. Energy conservation makes the two brackets equal, so $b_+=b_-$.

Three constants survive, $a_+$, $a_-$ and $b$, and the zero modes in the vector channel are

$$\mathbf n,\qquad \lambda\mathbf n,\qquad \varepsilon\mathbf n .$$

Processes in which both particles change band respect them too, since they keep the number in each band. A numerical test with six trial functions, $1,\lambda,\varepsilon,|\varepsilon|,\varepsilon^2,\lambda\varepsilon^2$, each times $n_x$, gave three rates below $10^{-7}$ and three finite ones: 2.7, 4.0 and 5.7 in units of $\alpha^2k_BT/\hbar$ per unit of $Y$.

**Q.** What about two upper-band electrons scattering into one upper and one lower state? That changes the band numbers.

**A.** It would need $k_1+k_2=k_3-k_4$. But $k_3-k_4\le|\mathbf k_3+\mathbf k_4|=|\mathbf k_1+\mathbf k_2|\le k_1+k_2$, so equality requires exact alignment, the very edge of the allowed region. Near it the mismatch $k_1+k_2-k_3+k_4$ is a positive quadratic form in two small relative angles, so for straight bands its density stays finite down to zero. Even a very small level width can then open this channel at a finite rate, without a logarithm, and spoil $\lambda\mathbf n$. I leave the channel out of the numbers below. It does not spoil $\mathbf n$ in the collinear limit, because four equal velocities give $\mathbf n_1+\mathbf n_2-\mathbf n_3-\mathbf n_4=0$ whatever the bands.

**Q.** You still have three modes and want one number.

**A.** Particle-hole symmetry separates them. Send $\varepsilon\to-\varepsilon$ at fixed $\mathbf n$, so that $\mathbf k\to-\mathbf k$. Every allowed collision maps to an allowed one with the same weight. The mode $\mathbf n$ is even, while $\lambda\mathbf n$ and $\varepsilon\mathbf n$ are odd. The driving term $f_0(1-f_0)\mathbf F\cdot\mathbf n$ is even, so it excites neither odd mode.

Away from neutrality this fails. The driving term then overlaps with the momentum mode $\varepsilon\mathbf n$, which no collision relaxes. Projecting the steady equation on it gives zero on the left and a nonzero force on the right, so the clean doped sheet has no steady state.

**Q.** Then project, and keep the factors.

**A.** Put $\varphi=c\,\mathbf F\cdot\mathbf n$ and take the product with $n_x$, for a force along $x$. This gives $cD=S$, with

$$S=\sum n_x^2f_0(1-f_0),\qquad D=\langle n_x,Ln_x\rangle .$$

The sums are per unit area. Two bands and the angular integral $\int\cos^2\theta\,d\theta=\pi$ give

$$S=\frac{2N\pi}{(2\pi)^2}\int_0^\infty k f_0(1-f_0)\,dk=\frac{N}{2\pi}\int_0^\infty f_0\,dk=\frac{N\ln2}{2\pi},$$

where $f_0(1-f_0)=-df_0/dk$ was integrated by parts. The current is

$$\mathbf j=-e\sum\mathbf n f_0(1-f_0)\varphi=-e\,c\,S\,\mathbf F=e^2cS\,\mathbf E .$$

The two minus signs cancel. Restoring $\hbar=h/2\pi$,

$$\sigma=\frac{e^2}{\hbar}\frac{S^2}{D}=\frac{e^2}{h}\frac{2\pi S^2}{D}.$$

**Q.** Everything now rests on $D$. What enters it?

**A.** The golden rule with exchange. The spinor of a state points along $\mathbf n$, at angle $\theta$, so $\langle a|b\rangle=(1+e^{i(\theta_b-\theta_a)})/2=e^{i(\theta_b-\theta_a)/2}c_{ab}$ with $c_{ab}=\cos[(\theta_a-\theta_b)/2]$. The direct and exchange amplitudes are

$$M_d=\frac{2\pi\alpha}{q}\langle3|1\rangle\langle4|2\rangle,\qquad M_x=\frac{2\pi\alpha}{q'}\langle4|1\rangle\langle3|2\rangle,$$

with $q'=|\mathbf k_4-\mathbf k_1|$. Equal flavours contribute $N|M_d-M_x|^2$, and different flavours $N(N-1)(|M_d|^2+|M_x|^2)$. Relabelling $3\leftrightarrow4$ turns $|M_x|^2$ into $|M_d|^2$, so the flavour sum is $2N[N|M_d|^2-\mathrm{Re}(M_dM_x^*)]$. In $M_dM_x^*$ the phases run round a closed loop and cancel, so this sum equals $2N(2\pi\alpha)^2G$, with

$$G=\frac{N c_{13}^2c_{24}^2}{q^2}-\frac{c_{13}c_{24}c_{14}c_{23}}{qq'} .$$

Averaging over the orientation of the whole collision replaces $(\Delta n_x)^2$ by $\tfrac12|\Delta\mathbf n|^2$. The prefactors are $\tfrac18$, the $2\pi$ of the golden rule, $2N(2\pi\alpha)^2$, the $2\pi$ of the measure, and $(2\pi)^{-6}$ from three momentum integrals. Their product is $N\alpha^2/(16\pi^2)$:

$$D=\frac{N\alpha^2}{16\pi^2}\sum\int dq\,dy\,du_1du_2\;k_1k_2k_3k_4\,P\,G\,\tfrac12|\Delta\mathbf n|^2 .$$

The sum runs over the allowed bands and both signs of each transverse momentum; $y$ runs over both signs.

At large $|y|$ the velocities differ across $\mathbf q$ by terms of order $1/\cosh y$, and along $\mathbf q$ by the square of that. Hence $|\Delta\mathbf n|^2\sim e^{-2|y|}$ and the integral converges. The surviving mode decays through collisions at finite angles, with no logarithm.

**Q.** And its value?

**A.** Quadrature gives $D/\alpha^2=1.616$, with $S=0.4413$. Thus

$$\frac{\sigma h\alpha^2}{e^2}=\frac{2\pi(0.4413)^2}{1.616}=0.757,$$

or, to within a few percent,

$$\boxed{\sigma\simeq0.76\,\frac{e^2}{h\alpha^2}} .$$

A coarser grid gave $D/\alpha^2=1.623$, half a percent higher. A Monte Carlo integral with explicit spinors and another solution of the energy condition gave $1.564\pm0.025$ (one standard error), so its coefficient is 0.78. It lies about two standard errors from the quadrature and confirms the result to a few percent. Neither grid is converged in the third digit. Refined until it is stable, the integral is $D/\alpha^2=1.609$, 0.4% lower, which gives the coefficient 0.760 and $\kappa=3.65$ for the rate constant defined below. The numbers that follow keep 0.757 and 3.66 and carry this 0.4% shift.

**Q.** Does the same reduction say how the current responds to an alternating field?

**A.** Yes. For a field varying as $e^{-i\Omega t}$, the time derivative adds $-i\Omega f_0(1-f_0)\varphi$ to the left of the kinetic equation. Projection gives $c(D-i\Omega S)=S$. With $\kappa=D/(S\alpha^2)=3.66$ and $2\pi S=N\ln2$,

$$\sigma(\Omega)=\frac{e^2}{h}\,\frac{N\ln2}{\kappa\alpha^2-i\hbar\Omega/k_BT}.$$

The current relaxes at the rate $1/\tau=\kappa\alpha^2k_BT/\hbar$. At $\Omega=0$ the temperature cancels for fixed $\alpha$: the weight $S$ of the free acceleration and the relaxation rate both grow in proportion to $T$. For $\Omega\tau\gg1$ the response becomes that of free acceleration, $i(e^2/h)N\ln2\,k_BT/\hbar\Omega$. The formula needs $\hbar\Omega\ll k_BT$, since direct optical transitions between the bands are left out. For the absorption, the real part of $\sigma$, the condition is stricter. At low frequency these transitions add $(e^2/h)(\pi/8)\hbar\Omega/k_BT$, while for $\Omega\tau\gg1$ the formula gives $(e^2/h)N\ln2\,\kappa\alpha^2(k_BT/\hbar\Omega)^2$. The two are equal at $\hbar\Omega\approx3\alpha^{2/3}k_BT$, and the formula describes the absorption only well below that.

**Q.** You discarded all other even modes because $Y$ is large. How large must it be?

**A.** Choose the other even modes orthogonal to $n_x$ with the thermal weight. The field then does not drive them directly. Let $\alpha^2\mathbf a$ be their coupling to $n_x$ through $L$, and $\alpha^2(M+YK)$ the block of $L$ among themselves. Since $Bn_x=0$ and $B$ is symmetric, $\mathbf a$ has no part growing with $Y$. Eliminating these modes replaces $D$ by

$$D_{\rm eff}=D-\alpha^2\,\mathbf a^{T}(M+YK)^{-1}\mathbf a .$$

The subtracted term is positive, so the other modes raise the conductivity, by a relative amount $\alpha^2\mathbf a^TK^{-1}\mathbf a/(DY)$ at large $Y$. For the full function space I assume that this coefficient is finite. With the three even functions $1,|\varepsilon|,\varepsilon^2$ the increase is 7.5% at $Y=12$, 0.87% at $Y=100$ and 0.22% at $Y=400$, which follows $1/Y$ at the large values. Three functions underestimate it: adding $\sqrt{|\varepsilon|}$ and further even functions raises these values to about 8.5%, 1.0% and 0.25%, stable from five to eight functions. But even with the generous estimate $Y=\ln(2/\alpha)$, $Y=12$ means $\alpha\approx2e^{-12}\approx10^{-5}$. The coefficient 0.76 is an asymptotic one, approached very slowly.

**Q.** Then what does it say about a real sheet?

**A.** Take graphene enclosed in hexagonal boron nitride at 300 K, with rough typical values $v=10^6$ m/s and $\epsilon_r=4$. Then $\alpha=0.547$, and the law extrapolates to

$$\sigma=\frac{0.757}{(0.547)^2}\frac{e^2}{h}\approx2.5\,\frac{e^2}{h}\approx0.10\ \text{mS},$$

a sheet resistance of about 10 kΩ. The thermal wavenumber is $k_BT/\hbar v=0.0393$ nm$^{-1}$, so the collision length is

$$v\tau=\frac{1}{0.0393\times3.66\times0.547^2}\ \text{nm}\approx23\ \text{nm},$$

and $\tau\approx23$ fs.

**Q.** You have just said that $\alpha$ must be tiny.

**A.** Yes, and the example fails that condition. The relaxation of the current alone implies a width of about $\hbar/\tau=1.1\,k_BT$, so sharp quasiparticles are not justified. The logarithm is $Y\approx\ln(2/0.547)=1.3$, and cutting the integral there, the three-mode conductivity is about 1.8 times the one-mode value with the same cutoff. That one-mode value is itself 1.2 times the uncut one, so the factor on 2.5 $e^2/h$ is about 2.1.

Static screening changes more. The thermal compressibility is $\sum f_0(1-f_0)=2S$, so $q_s=2\pi\alpha\cdot2S$, which is 3.0 thermal wavenumbers. Replacing $1/q$ by $1/(q+q_s)$ in both amplitudes, at fixed $\alpha$ and with the single mode, multiplies $\sigma$ by about 16. This applies static screening at every frequency, so it measures the sensitivity and is not a corrected prediction. In the weak-coupling limit $q_s\propto\alpha$ and the effect disappears, but slowly: the same replacement still multiplies $\sigma$ by about 3 at $\alpha=0.083$ and by 1.4 at $\alpha=0.01$.

**Q.** Is $\alpha$ itself even a fixed number?

**A.** No. Exchange with the filled lower band shifts the energy by

$$\delta\varepsilon_\lambda=\frac{\lambda}{2}\int\frac{d^2p}{(2\pi)^2}\,\frac{2\pi\alpha\cos\theta}{|\mathbf p-\mathbf k|}.$$

For $p\gg k$, $1/|\mathbf p-\mathbf k|\approx(1+(k/p)\cos\theta)/p$. The angular integral gives $\pi k/p$, hence $\delta\varepsilon_\lambda=\lambda(\alpha/4)\,k\int dp/p$. The velocity grows by the factor $1+(\alpha/4)\ln(\Lambda/k)$, and $\alpha$ falls by the same factor. If the quoted $v$ belongs to 1 eV, the factor at $k_BT=25.85$ meV is roughly $1+0.137\times3.66=1.50$. This takes the lower band as full and neglects the thermal occupation, which matters at this scale. Then $\alpha\approx0.37$ and $\sigma$ roughly doubles. The $\alpha$ in the law is the one at the thermal scale.

**Q.** And disorder?

**A.** Phonons, which are present at 300 K, are still left out here. For a rough disorder mean free path of 1 µm, adding the relaxation rates lowers $\sigma$ by the factor $1/(1+23/1000)=0.98$. If screening really lengthened the collision length sixteenfold, to about 370 nm, the factor would be 0.73. Charge puddles of roughly $10^{10}$ cm$^{-2}$, a clean sample, amount to 12% of the thermal electron density $8.1\times10^{10}$ cm$^{-2}$, so neutrality holds only approximately. Where electrons and holes are out of balance, the field also drives the momentum mode, which only disorder then relaxes. The extra current this carries is left out here.

This example therefore breaks the weak-coupling assumption first, and the estimates for other modes, screening and running coupling move 2.5 $e^2/h$ upward by factors from about 2 to 16. These factors overlap and should not be multiplied. Nor does lowering $\alpha$ with a stronger dielectric rescue this example. With the other inputs fixed, the unscreened collision length reaches 1 µm at $\alpha=0.083$, where $\ln(2/\alpha)$ is still only 3.2. Below that coupling disorder limits the current before the logarithm is large. The numerical output lists the values used here.

## Values computed for the example and the checks

```
thermal overlap S = 0.44127
collision element D/alpha^2, quadrature = 1.6155
same, coarser grid = 1.6232
same, Monte Carlo = 1.5643 +- 0.0254
rate constant kappa = 3.661
C = sigma alpha^2 h/e^2 = 0.7573
C from Monte Carlo = 0.7821
collinear rates per unit Y (alpha^2 kT/hbar):
  -1.1e-10 -3.1e-16 2.1e-08 2.7e+00 4.0e+00 5.7e+00
coupling of n and (band sign) n, over D = 5.5e-19
three-mode/one-mode sigma at Y = 12: 1.07482
three-mode/one-mode sigma at Y = 100: 1.00872
three-mode/one-mode sigma at Y = 400: 1.00217
three-mode/one-mode sigma at Y = 800: 1.00109
velocity growth / (alpha ln cutoff) = 0.25000
EXAMPLE: graphene in hexagonal BN (rough inputs)
temperature = 300 K
thermal energy = 25.85 meV
velocity = 1.0e+06 m/s
relative permittivity = 4.0
coupling alpha = 0.547
thermal wavenumber = 0.0393 1/nm
conductivity = 2.53 e^2/h
conductivity = 0.0981 mS
sheet resistance = 10.20 kOhm
collision time = 23.2 fs
collision length = 23.2 nm
electron density (= hole density) = 8.08e+10 cm^-2
NEGLECTED EFFECTS
level width hbar/(tau kT) = 1.10
screening wavenumber / thermal wavenumber = 3.03
sigma factor from static screening = 15.76
rough collinear cutoff Y = ln(2/alpha) = 1.30
sigma factor from other modes at this Y = 1.757
upper scale for running coupling = 1.0 eV
running coupling at kT = 0.365
sigma factor from running coupling = 2.25
disorder mean free path = 1000 nm
sigma factor from disorder = 0.977
alpha where both lengths are equal = 0.083
puddle density = 1.0e+10 cm^-2
puddle density / electron density = 0.124
band curvature, k a/4 at 3 kT = 0.0042
```
